# Angular spread of copper ions behind a collisionless 50 V sheath

A narrow trench in an insulator is to be filled with copper from a plasma. A copper atom arriving at a large angle strikes a side wall near the opening, where the growing metal can close the trench before its floor is covered. If the copper is ionized and the wafer is held at a negative potential, the thin space-charge layer in front of the wafer, the sheath, pulls the ions towards the surface. Their thermal motion parallel to the surface remains. How far from the normal does it make them land?

Take singly charged copper ions with a transverse temperature \(k_BT=0.1\) eV at the sheath edge, and a sheath voltage \(V=50\) V between that edge and the wafer. Let \(z\) point along the surface normal into the wafer, and let \(x\) lie in the surface, across the trench. The angle of interest is the projected angle

\[
\theta_x=\arctan\frac{v_x}{v_z},
\]

evaluated at landing. Its mean is zero by symmetry, so its rms value is its standard deviation.

## The estimate on one line of arithmetic

Sideways, an ion has the thermal speed it had on entering. Equipartition gives one direction a mean energy \(k_BT/2=0.05\) eV. Forwards, it has gained 50 eV. Both energies belong to the same mass, so the ratio of speeds is the square root of the ratio of energies:

\[
\theta_{x,\rm rms}\approx\sqrt{\frac{0.05}{50}}=\sqrt{0.001}=0.0316\ \text{rad}=1.8^\circ .
\]

To one figure this is two degrees. In terms of speeds, copper has an rms transverse speed of 390 m/s and a landing speed of 12 300 m/s, with the same ratio.

The argument leaves several things to be settled: whether the shape of the sheath field matters, what the entry speed does, whether an angle may be replaced by its tangent, and whether the ions really cross without collisions.

## Derivation for a plane, static sheath

**Transverse motion.** Let the potential depend on \(z\) alone. The electric field then has no \(x\) component, and without collisions or a magnetic field

\[
m\frac{dv_x}{dt}=0 .
\]

Each ion keeps its initial \(v_x\). Suppose that at the sheath edge the velocity distribution is a product \(g(v_x)g(v_y)F(v_z)\), with \(g\) a Maxwellian. The ions crossing the edge per unit time are weighted by \(v_z\), which changes the factor \(F\) to \(v_zF\) but leaves \(g(v_x)\) untouched. The landing ions therefore have a Gaussian \(v_x\) with

\[
\langle v_x\rangle=0,\qquad m\langle v_x^2\rangle=k_BT .
\]

**Normal motion.** Let \(U_0\) be the kinetic energy along the normal at the sheath edge, taken as the same for all ions. Energy conservation gives

\[
\frac12mv_z^2=eV+U_0,
\qquad
v_z=\sqrt{\frac{2(eV+U_0)}{m}} .
\]

Only the total voltage enters, so the field profile drops out.

**Their ratio.** Put \(u=v_x/v_z=\tan\theta_x\). Since \(v_z\) is the same for every ion, \(u\) is Gaussian with variance

\[
\sigma^2=\frac{\langle v_x^2\rangle}{v_z^2}
=\frac{k_BT/m}{2(eV+U_0)/m}
=\frac{k_BT}{2(eV+U_0)} .
\]

The mass cancels. For \(U_0\ll eV\),

\[
\sigma\approx\sqrt{\frac{k_BT}{2eV}}
=\sqrt{\frac{0.1}{2\times50}}=0.0316 ,
\]

which is the quick estimate again.

**From tangent to angle.** For small \(u\), \(\arctan u=u-u^3/3+\ldots\), and squaring gives

\[
\theta_x^2=u^2-\frac23u^4+\ldots
\]

A Gaussian of variance \(\sigma^2\) has \(\langle u^4\rangle=3\sigma^4\). Hence

\[
\langle\theta_x^2\rangle\approx\sigma^2-2\sigma^4,
\qquad
\theta_{x,\rm rms}\approx\sigma\sqrt{1-2\sigma^2}\approx\sigma(1-\sigma^2).
\]

Here \(\sigma^2=0.001\), so the correction is one part in a thousand: the rms angle falls from 1.812 to 1.810 degrees.

**The entry energy.** Ions do not enter a sheath at rest. Let \(T_e\) be the electron temperature expressed in volts, \(n\) the plasma density at the edge, and \(\phi\) the small potential drop just inside it. An ion with entry speed \(u_0\) speeds up to \(v=\sqrt{u_0^2+2e\phi/m}\). Since the flux \(nu_0\) is conserved, the ion density is

\[
n_i=\frac{nu_0}{v}\approx n\left(1-\frac{e\phi}{mu_0^2}\right).
\]

Electrons in thermal equilibrium have \(n_e=ne^{-\phi/T_e}\approx n(1-\phi/T_e)\). A positive sheath requires the ion density to fall no faster than the electron density, so \(mu_0^2\ge eT_e\). Taking the smallest allowed value, the Bohm speed \(u_B=\sqrt{eT_e/m}\), gives

\[
U_0=\frac12mu_B^2=\frac12eT_e .
\]

For \(T_e=3\) V, \(U_0=1.5\) eV, and

\[
\sigma=\sqrt{\frac{0.1}{2\times51.5}}=0.0312,
\]

or 1.78 degrees after the arctangent correction. The entry energy narrows the spread by about 1.5 percent.

This result was tested by integrating Newton's equation through two different fields, a uniform one and the space-charge field derived below, for the masses of copper and argon ions. Averaged over the Maxwellian, the four rms angles agreed within \(10^{-6}\) rad. Neither the profile nor the mass matters, as the derivation says.

## One axis or two

The angle \(\theta\) measured from the normal itself involves both transverse components:

\[
\tan^2\theta=\frac{v_x^2+v_y^2}{v_z^2}.
\]

The two components are independent and have equal variance, so \(\langle\tan^2\theta\rangle=2\sigma^2\). For small angles,

\[
\theta_{\rm rms}\approx\sqrt2\,\sigma=\sqrt{\frac{k_BT}{eV}},
\]

which is 2.56 degrees here. The same number results if the full \(k_BT\) is assigned to one axis instead of \(k_BT/2\). The figure of 1.8 degrees belongs to one transverse direction, and for a long trench that is the relevant one: motion along the trench does not bring an ion closer to a side wall.

## How the spread changes with voltage and temperature

When \(U_0\ll eV\) and the angles are small, \(\theta_{x,\rm rms}\propto\sqrt{T/V}\). At fixed temperature, and with the entry energy neglected, the rms angle is 3.61 degrees at 12.5 V, 1.81 degrees at 50 V and 0.91 degrees at 200 V. Each fourfold increase in voltage halves it.

The opposite limit is \(V\to0\), where the entry energy must be kept. With \(U_0=1.5\) eV, \(\sigma^2=0.1/3\) and \(\sigma=0.18\), an angular spread of about 10 degrees. The formula without \(U_0\) would diverge there. This limit shows where the approximation fails; it does not describe an unbiased wafer, which still has a sheath in front of it because it charges negatively until the electron and ion currents balance.

The temperature matters as much as the voltage. At 50 V a transverse temperature of 1 eV gives 5.7 degrees. The sheath does not determine \(T\); it has to be known at the sheath edge.

## What two degrees means for a trench

Consider a trench of width \(w=50\) nm and depth \(h=150\) nm, long in the \(y\) direction. Ions enter uniformly across its width and fly straight. An ion with slope \(u\) drifts sideways by \(d=hu\) on its way down, and the rms drift is

\[
h\sigma=150\ \text{nm}\times0.0316=4.7\ \text{nm}.
\]

For a given drift with \(|d|<w\), the ions that miss the floor are those entering within \(|d|\) of the wall towards which they move. They are a fraction \(|d|/w\) of the total. Drifts larger than \(w\) lie more than ten standard deviations out and can be ignored. The mean of \(|d|\) for a Gaussian of standard deviation \(D=h\sigma\) is

\[
\langle|d|\rangle
=\frac{2}{\sqrt{2\pi}\,D}\int_0^\infty d\;e^{-d^2/2D^2}\,\mathrm{d}d
=\frac{2}{\sqrt{2\pi}\,D}\,D^2
=D\sqrt{\frac2\pi}.
\]

The fraction landing directly on the floor is therefore

\[
P_{\rm floor}\approx1-\frac hw\,\sigma\sqrt{\frac2\pi}
=1-3\times0.0316\times0.798=0.924 .
\]

About 92 percent of the ions reach the floor without touching a wall. A numerical integral over entry positions agrees with the formula to better than \(10^{-7}\). The loss is proportional to the aspect ratio \(h/w\) and to \(\sigma\), as long as \(h\sigma\ll w\). With a transverse temperature of 1 eV, \(\sigma=0.1\) and about 24 percent of the ions would hit the walls first.

This is a count of first impacts. It is not a film thickness, because ions may also be reflected or may sputter copper from one surface to another.

## Is the sheath really collisionless?

The answer needs the sheath thickness \(s\). At 50 V most of the sheath contains few electrons, so neglect them, and let the ions start from rest at zero field. The current density \(J=\rho v\) is the same at every depth, where \(\rho\) is the charge density. The field \(E\) felt by a moving ion then changes at the rate

\[
\frac{dE}{dt}=v\frac{dE}{dz}=v\frac{\rho}{\varepsilon_0}=\frac{J}{\varepsilon_0},
\]

which is constant. Thus \(E=Jt/\varepsilon_0\), and integrating \(m\,dv/dt=eE\) twice gives

\[
v=\frac{eJt^2}{2\varepsilon_0m},\qquad
z=\frac{eJt^3}{6\varepsilon_0m}=\frac{vt}{3}.
\]

The transit time is therefore \(3s/v_z\), with \(v_z\) the landing speed. The potential drop \(\phi=mv^2/2e\) grows as \(t^4\), hence as \(z^{4/3}\):

\[
\phi=V\left(\frac zs\right)^{4/3}.
\]

This is the Child profile. To find \(s\), insert \(t=3s/v_z\) into the expression for the landing speed:

\[
v_z=\frac{eJ}{2\varepsilon_0m}\,\frac{9s^2}{v_z^2}
\quad\Rightarrow\quad
s^2=\frac{2\varepsilon_0m\,v_z^3}{9eJ}.
\]

The plasma supplies \(J=enu_B=en\sqrt{eT_e/m}\), and \(v_z=\sqrt{2eV/m}\). Then

\[
\frac{mv_z^3}{u_B}=\frac{(2eV)^{3/2}}{(eT_e)^{1/2}}
=e\,\frac{(2V)^{3/2}}{T_e^{1/2}},
\]

and, with the Debye length \(\lambda_D=\sqrt{\varepsilon_0T_e/(en)}\),

\[
s^2=\frac29\,\frac{\varepsilon_0T_e}{en}\left(\frac{2V}{T_e}\right)^{3/2},
\qquad
s=\frac{\sqrt2}{3}\,\lambda_D\left(\frac{2V}{T_e}\right)^{3/4}.
\]

The ion mass has cancelled here too, so the estimate can serve for a plasma containing both argon and copper ions if each species enters at its own Bohm speed.

For \(n=10^{12}\) cm\(^{-3}\) and \(T_e=3\) V, \(\lambda_D=12.9\) µm and

\[
s=0.471\times12.9\ \text{µm}\times(33.3)^{3/4}=84\ \text{µm}.
\]

Solving Poisson's equation numerically under the same assumptions also gives 84 µm. That confirms the algebra, not the neglect of electrons. With Boltzmann electrons and ions entering at the Bohm speed, the sheath is thicker: the part that remains after the first 3 V of potential drop already measures about 118 µm. The Child value is therefore a low estimate.

At 10 mTorr and 500 K, with an assumed collision cross-section of \(3\times10^{-19}\) m\(^2\), the mean free path in argon is \(\lambda=17\) mm. The fraction of ions that collide in the sheath is

\[
P_c=1-e^{-s/\lambda}\approx\frac s\lambda
=\frac{0.084\ \text{mm}}{17.3\ \text{mm}}\approx0.5\ \text{percent}.
\]

This small fraction does not by itself make the effect on the rms angle small, because an rms weights large angles heavily. To size it, treat copper and argon as hard spheres, with the argon at rest and the copper initially moving along the normal. Let \(r=m_{\rm Cu}/m_{\rm Ar}\). The centre of mass moves at \(rv/(1+r)\), and in its frame the copper ion has speed \(v/(1+r)\) before and after the collision. If it is deflected there by an angle \(\chi\), at azimuth \(\alpha\), its velocity afterwards is

\[
v_x'=\frac{v\sin\chi\cos\alpha}{1+r},\qquad
v_z'=\frac{v(r+\cos\chi)}{1+r}.
\]

Hard spheres scatter uniformly in \(\cos\chi\) and \(\alpha\). After the collision the ion keeps \(v_x'\) and gains the rest of the sheath voltage along \(z\). Averaging over these angles and over collision depths, spread uniformly through the sheath, gives an rms projected landing angle of 11 degrees for the scattered ions. The two groups together have

\[
\theta_{x,\rm rms}^2=(0.995)(1.81^\circ)^2+(0.0049)(11.0^\circ)^2
=3.26+0.59\ \text{deg}^2 ,
\]

so the total rms angle is 1.96 degrees. In this model half a percent of the ions raises the rms by about 8 percent. The other 99.5 percent still have a spread of 1.8 degrees; the collisions add a weak, wide tail. In the thicker sheath found with electrons included, the colliding fraction is nearer one percent, but the extra collisions happen mostly at low energy, and the total rms angle remains about 2.0 degrees.

## An oscillating bias

Wafer bias is often applied at radio frequency, so the sheath voltage varies in time. If an ion crosses in a time much shorter than the period, it sees a nearly constant voltage. Let the landing energy follow \(eV(1+a\sin p)\), where \(p\) is the phase and \(0\le a<1\), and let the ion flux be constant over the cycle. The mean square angle is proportional to the average of the inverse energy. With \(q=\tan(p/2)\), for which \(\sin p=2q/(1+q^2)\) and \(\mathrm{d}p=2\,\mathrm{d}q/(1+q^2)\),

\[
\frac1{2\pi}\int_{-\pi}^{\pi}\frac{\mathrm{d}p}{1+a\sin p}
=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,\mathrm{d}q}{(q+a)^2+1-a^2}
=\frac1{\sqrt{1-a^2}} .
\]

The rms angle is multiplied by the square root of this, \((1-a^2)^{-1/4}\). For \(a=0.5\) the factor is 1.07 and the spread becomes 1.95 degrees. This value of \(a\) is a mild illustrative choice. A wafer driven sinusoidally through a blocking capacitor must collect as many electrons as ions over a cycle, so its sheath voltage has to dip low once per period. At \(T_e=3\) V a mean of 50 V then requires \(a\approx0.84\), for which the factor is 1.36 and the spread about 2.5 degrees. The low-energy part of the cycle broadens the distribution more than the high-energy part narrows it.

At 13.56 MHz the period is 74 ns, while the transit time \(3s/v_z\) is 20 ns. The ratio, 0.28, is not small enough for the voltage to be nearly constant during a crossing. The factor 1.07 therefore describes the slow-bias limit. At 13.56 MHz the finite transit time and the motion of the sheath edge change both the landing energies and how many ions land at each energy, and the broadening can be much smaller.

## Comparison with a deposition plasma

The parameters are rough values for ionized sputter deposition of copper in argon. The density of \(10^{12}\) cm\(^{-3}\) belongs to a dense plasma. At a lower density the sheath is thicker, since \(s\propto n^{-1/2}\) at fixed \(V\) and \(T_e\), and more ions collide in it. The assumption with the largest effect among those sized here is the transverse temperature. Sputtered atoms leave the target with energies of roughly a few eV and approach the gas temperature only after several collisions. With a mean free path of order 17 mm and a target distance of order 10 cm or more, a value near 0.1 eV is plausible, but it is not guaranteed. If the ions kept a transverse temperature of 1 eV, the spread would be 5.7 degrees instead of 1.8.

The straight flight assumed inside the trench can be checked as well. Near the wafer the Child field would produce a drop of 0.12 V over the trench depth. Even if a field of that strength acted sideways over the whole depth, it would change the slope by about \(eEh/(mv_z^2)=0.12/(2\times50)\approx0.001\), small beside 0.032. This supposes that the trench walls carry a conducting layer and do not charge up.

Taken separately, the entry energy lowers the spread by 1.5 percent, while the collision model and the chosen bias modulation, taken in the slow-bias limit, raise it by 8 and 7 percent. None of them moves the result away from about two degrees; a deeper modulation, \(a\approx0.84\), would raise it to about 2.5 degrees in the slow-bias limit. The numerical output below lists the values used.

## Numbers as computed

```
Transverse temperature: 0.10 eV
Sheath voltage: 50.0 V
Mean transverse energy on one axis: 0.050 eV
Rms transverse speed: 389.7 m/s
Landing speed along normal: 12322 m/s
Small-angle rms: 0.03162 rad
Small-angle rms: 1.812 degrees
Rms with full arctangent: 1.810 degrees
Polar rms: 2.559 degrees
Rms at 12.5 V: 3.609 degrees
Rms at 200.0 V: 0.906 degrees
Rms at 50 V for temperature 1 eV: 5.674 degrees
Electron temperature: 3.0 eV
Entry energy along normal: 1.50 eV
Rms including entry energy: 1.784 degrees
Trench width: 50 nm
Trench depth: 150 nm
Rms sideways drift over trench depth: 4.74 nm
Direct floor fraction: 92.43 percent
Plasma density: 1.0e+12 cm^-3
Debye length: 12.88 um
Child sheath thickness: 84.20 um
Poisson solution thickness: 84.22 um
Voltage drop over trench depth: 0.119 V
Gas pressure: 10.0 mTorr
Gas temperature: 500 K
Assumed collision cross-section: 3.0e-19 m^2
Mean free path: 17.26 mm
Ions colliding in sheath: 0.487 percent
Rms angle of scattered ions: 11.02 degrees
Total rms with collisions: 1.962 degrees
Ion transit time: 20.50 ns
Bias frequency: 13.56 MHz
Bias period: 73.75 ns
Relative energy modulation: 0.50 (no unit)
Rms factor from modulation: 1.0746 (no unit)
Rms with modulation: 1.947 degrees
```
